# The Thomson A² Term from Negative-Energy States in Dirac Theory: test program

```python
"""Thomson (A squared) scattering from negative-energy Dirac states.

Result under test: for a slow electron and soft photons, the second-order
amplitude of e c alpha.A through negative-energy states equals the matrix
element of e^2 A^2/(2m).  In units of e^2 a a'/m (a, a': field amplitudes)
it is T_neg = eps'.eps for a free electron.
Symbols: x = photon energy/(m c^2); k, k' = photon momenta/(m c);
eps, eps' = real polarization vectors; T = t0 + t.sigma in spin space.
The free-electron part uses m = c = hbar = 1, the bound part atomic units.
"""
import numpy as np
from scipy import constants as const

sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
one2 = np.eye(2)
alpha = np.array([np.kron(sigma[0], s) for s in sigma])
beta = np.kron(sigma[2], one2)


def dot(vector, matrices):
    return np.einsum('i,ijk->jk', vector, matrices)


def positive_spinors(p):
    energy = np.sqrt(1 + p @ p)
    u = np.vstack([(energy + 1) * one2, dot(p, sigma)])
    return u / np.sqrt(2 * energy * (energy + 1))


def geometry(theta, a, b):
    """Directions and polarizations; a, b are angles from the plane."""
    s, c = np.sin(theta), np.cos(theta)
    k_in, k_out = np.array([0, 0, 1.0]), np.array([s, 0, c])
    eps_in = np.array([np.cos(a), np.sin(a), 0])
    eps_out = np.array([np.cos(b) * c, np.sin(b), -np.cos(b) * s])
    return k_in, k_out, eps_in, eps_out


def scattered(x, theta):
    return x / (1 + x * (1 - np.cos(theta)))


def amplitudes(x, theta, a, b):
    """Explicit intermediate-state sums, split by the sign of E_n."""
    k_in, k_out, eps_in, eps_out = geometry(theta, a, b)
    x_out = scattered(x, theta)
    initial = positive_spinors(np.zeros(3))
    final = positive_spinors(x * k_in - x_out * k_out)
    absorb, emit = dot(eps_in, alpha), dot(eps_out, alpha)
    parts = {-1: np.zeros((2, 2), complex), 1: np.zeros((2, 2), complex)}
    for p, start, first, second in ((x * k_in, 1 + x, absorb, emit),
                                    (-x_out * k_out, 1 - x_out, emit, absorb)):
        levels, states = np.linalg.eigh(dot(p, alpha) + beta)
        for level, state in zip(levels, states.T):
            left = final.conj().T @ second @ state
            right = state.conj() @ first @ initial
            parts[int(np.sign(level))] += np.outer(left, right) / (start - level)
    return parts[-1], parts[1]


def spin_parts(T):
    return np.trace(T) / 2, np.array([np.trace(s @ T) / 2 for s in sigma])


# Closure over the two negative-energy spinors of zero momentum
levels, states = np.linalg.eigh(beta)
negative = states[:, levels < 0]
upper = positive_spinors(np.zeros(3))
for i in range(3):
    for j in range(3):
        ab = upper.conj().T @ alpha[i] @ negative @ negative.conj().T @ alpha[j] @ upper
        ba = upper.conj().T @ alpha[j] @ negative @ negative.conj().T @ alpha[i] @ upper
        assert np.allclose((ab + ba) / 2, (i == j) * one2, atol=1e-13)

# Complete amplitude against the polarized Klein-Nishina formula
for x, theta, a, b in ((1.0, 1.1, 0.4, 0.9), (0.3, 2.2, 1.2, 0.2), (3.0, 0.7, 0, 0)):
    T = sum(amplitudes(x, theta, a, b))
    _, _, e1, e2 = geometry(theta, a, b)
    x2 = scattered(x, theta)
    explicit = (1 + x - x2) * np.sum(abs(T)**2) / 2
    klein_nishina = (x / x2 + x2 / x - 2 + 4 * (e1 @ e2)**2) / 4
    assert abs(explicit - klein_nishina) < 1e-10 * klein_nishina

# Low-energy behaviour: scalar errors of second order, spin terms of first
theta, a, b = 1.1, 0.4, 0.9
k1, k2, e1, e2 = geometry(theta, a, b)
for x in (1e-2, 1e-3, 1e-4):
    T_neg, T_pos = amplitudes(x, theta, a, b)
    n0, nv = spin_parts(T_neg)
    p0, pv = spin_parts(T_pos)
    assert abs(n0 - e1 @ e2) < 2 * x**2 and abs(p0) < 2 * x**2
b1, b2 = np.cross(k1, e1), np.cross(k2, e2)
neg_linear = -0.5j * np.cross(e2, e1)
pos_linear = 0.5j * ((e2 @ k1) * b1 - (e1 @ k2) * b2 + np.cross(b2, b1))
# at x = 1e-4 the neglected next order is of relative size 1e-4
assert np.allclose(nv / x, neg_linear, atol=5e-4)
assert np.allclose(pv / x, pos_linear, atol=5e-4)

# Total cross section of a soft photon from negative-energy states alone
r_e = const.physical_constants['classical electron radius'][0]
barn = 1e-28
nodes, weights = np.polynomial.legendre.leggauss(8)
total_neg = total_pos = 0.0
for c, w in zip(nodes, weights):
    for a in (0, np.pi / 2):
        for b in (0, np.pi / 2):
            Tn, Tp = amplitudes(1e-5, np.arccos(c), a, b)
            total_neg += 2 * np.pi * w * np.sum(abs(Tn)**2) / 4 * r_e**2
            total_pos += 2 * np.pi * w * np.sum(abs(Tp)**2) / 4 * r_e**2
thomson = 8 * np.pi / 3 * r_e**2
assert abs(total_neg / thomson - 1) < 1e-4 and total_pos < 1e-8 * thomson

# Filled sea: many-electron sum in Fock space against one-electron formula
energy = np.array([-1.313, -1.127, -1.041, 1.0, 1.2, 1.731])
i, f, w_in = 3, 4, 0.35
w_out = w_in + energy[i] - energy[f]
rng = np.random.default_rng(4)
V_in, V_out = rng.normal(size=(2, 6, 6))
annihilate = []
for j in range(6):
    op = np.eye(1)
    for q in range(6):
        factor = np.diag([1.0, -1.0]) if q < j else np.eye(2)
        op = np.kron(op, np.array([[0, 1.0], [0, 0]]) if q == j else factor)
    annihilate.append(op)


def many_body(V):
    return sum(V[r, s] * annihilate[r].T @ annihilate[s]
               for r in range(6) for s in range(6))


sea = np.eye(64)[0]
for j in range(3):
    sea = annihilate[j].T @ sea
start, end = annihilate[i].T @ sea, annihilate[f].T @ sea
E_many = np.diag(many_body(np.diag(energy)))
E_start = start @ (E_many * start)
W_in, W_out = many_body(V_in), many_body(V_out)
hole = (end @ W_out @ ((W_in @ start) / (E_start + w_in - E_many))
        + end @ W_in @ ((W_out @ start) / (E_start - w_out - E_many)))
single = np.sum(V_out[f] * V_in[:, i] / (energy[i] + w_in - energy)
                + V_in[f] * V_out[:, i] / (energy[i] - w_out - energy))
assert abs(hole - single) < 1e-10 * max(1, abs(single))

# Bound electron in a one-dimensional Gaussian well, atomic units
c_au = 1 / const.fine_structure
depth, width, box, points = 2.0, 1.0, 24.0, 161
grid = (np.arange(points) - points // 2) * box / points
wave = 2 * np.pi * (np.arange(points) - points // 2) / box
fourier = np.exp(1j * np.outer(grid, wave)) / np.sqrt(points)
momentum = (fourier * wave) @ fourier.conj().T
well = np.diag(-depth * np.exp(-(grid / width)**2))
h = (c_au * np.kron(sigma[0], momentum) + np.kron(one2, well)
     + c_au**2 * np.kron(sigma[2], np.eye(points)))
E, psi = np.linalg.eigh(h)
g = np.flatnonzero(E > 0)[0]
velocity = c_au * np.kron(sigma[0], np.eye(points))
strength = abs(psi.conj().T @ velocity @ psi[:, g])**2
other = np.arange(len(E)) != g
neg, pos = E < 0, (E > 0) & other
dia = 2 * np.sum(strength[neg] / (E[g] - E[neg]))
para = 2 * np.sum(strength[pos] / (E[g] - E[pos]))
p_squared = np.real(psi[:, g].conj() @ np.kron(one2, momentum @ momentum) @ psi[:, g])
reduction = 1.5 * p_squared / c_au**2
eps_nr, phi = np.linalg.eigh(momentum @ momentum / 2 + well)
p_elements = abs(phi.conj().T @ momentum @ phi[:, 0])**2
para_nr = 2 * np.sum(p_elements[1:] / (eps_nr[0] - eps_nr[1:]))
assert c_au**2 - depth < E[g] < c_au**2
assert abs(dia + para) < 1e-6
assert abs((1 - dia) / reduction - 1) < 0.02
assert abs(para - para_nr) < 1e-3 and abs(para_nr + 1) < 1e-6

# Worked example: 10 keV photon, 60 degrees, polarizations in the plane
rest = const.m_e * const.c**2 / const.e / 1e3
photon, theta = 10.0, np.pi / 3
x = photon / rest
x2 = scattered(x, theta)
Tn, Tp = amplitudes(x, theta, 0, 0)
(n0, nv), (p0, pv) = spin_parts(Tn), spin_parts(Tp)
T = Tn + Tp
kinematic = (x2 / x)**2 * (1 + x - x2)
mb = r_e**2 / barn * 1e3
full = mb * kinematic * np.sum(abs(T)**2) / 2
neg_only = mb * kinematic * np.sum(abs(Tn)**2) / 2
E1, E2 = np.sqrt(1 + x**2), np.sqrt(1 + x2**2)
print(f"electron rest energy: {rest:.4f} keV")
print(f"incident photon energy: {photon:.4f} keV")
print(f"photon energy / rest energy x: {x:.6f}")
print(f"scattering angle: {np.degrees(theta):.1f} degrees")
print(f"scattered photon energy: {x2 * rest:.4f} keV")
print(f"twice the rest energy: {2 * rest:.4f} keV")
print(f"negative-state denominator, absorption first: {(1 + x + E1) * rest:.4f} keV")
print(f"negative-state denominator, emission first: {(1 - x2 + E2) * rest:.4f} keV")
print(f"positive-state denominator, absorption first: {(1 + x - E1) * rest:.4f} keV")
print(f"positive-state denominator, emission first: {(1 - x2 - E2) * rest:.4f} keV")
print(f"eps.eps' (Thomson amplitude): {np.cos(theta):.6f}")
print(f"scalar amplitude, negative states: {n0.real:.6f}")
print(f"scalar amplitude, positive states: {p0.real:.6f}")
print(f"coefficient of i sigma_y, negative states: {nv[1].imag:.6f}")
print(f"coefficient of i sigma_y, positive states: {pv[1].imag:.6f}")
print(f"first-order value, negative states: {x * np.sin(theta) / 2:.6f}")
print(f"first-order value, positive states: {-x * np.sin(theta):.6f}")
print(f"Thomson differential cross section: {mb * np.cos(theta)**2:.4f} mb/sr")
print(f"full differential cross section: {full:.4f} mb/sr")
print(f"same, negative states only: {neg_only:.4f} mb/sr")
print(f"classical electron radius: {r_e * 1e15:.6f} fm")
print(f"Thomson total cross section: {thomson / barn:.6f} barn")
print(f"soft-photon total, negative states only: {total_neg / barn:.6f} barn")
print(f"soft-photon total, positive states only: {total_pos / barn:.2e} barn")
print(f"photon energy / rest energy in these totals: {1e-5:.0e}")
print(f"six-level amplitude, filled sea: {hole:.8f} (model units)")
print(f"six-level amplitude, one-electron formula: {single:.8f} (model units)")
print(f"well depth: {depth:.1f} hartree")
print(f"well length parameter: {width:.1f} bohr")
print(f"speed of light: {c_au:.6f} atomic units")
print(f"bound level minus rest energy: {E[g] - c_au**2:.6f} hartree")
print(f"Schroedinger level: {eps_nr[0]:.6f} hartree")
print(f"mean squared momentum: {p_squared:.6f} atomic units")
print(f"2m times negative-state sum: {dia:.8f}")
print(f"2m times positive-state sum: {para:.8f}")
print(f"2m times Schroedinger p.A sum: {para_nr:.8f}")
print(f"reduction below 1, computed: {1 - dia:.4e}")
print(f"reduction below 1, 3<p^2>/(2 m^2 c^2): {reduction:.4e}")
print("all tests passed")
```

Output:

```
electron rest energy: 510.9990 keV
incident photon energy: 10.0000 keV
photon energy / rest energy x: 0.019570
scattering angle: 60.0 degrees
scattered photon energy: 9.9031 keV
twice the rest energy: 1021.9979 keV
negative-state denominator, absorption first: 1032.0957 keV
negative-state denominator, emission first: 1012.1908 keV
positive-state denominator, absorption first: 9.9022 keV
positive-state denominator, emission first: -9.9991 keV
eps.eps' (Thomson amplitude): 0.500000
scalar amplitude, negative states: 0.499858
scalar amplitude, positive states: 0.000047
coefficient of i sigma_y, negative states: 0.008432
coefficient of i sigma_y, positive states: -0.016863
first-order value, negative states: 0.008474
first-order value, positive states: -0.016948
Thomson differential cross section: 19.8520 mb/sr
full differential cross section: 19.4710 mb/sr
same, negative states only: 19.4673 mb/sr
classical electron radius: 2.817940 fm
Thomson total cross section: 0.665246 barn
soft-photon total, negative states only: 0.665246 barn
soft-photon total, positive states only: 8.32e-11 barn
photon energy / rest energy in these totals: 1e-05
six-level amplitude, filled sea: 5.38085335 (model units)
six-level amplitude, one-electron formula: 5.38085335 (model units)
well depth: 2.0 hartree
well length parameter: 1.0 bohr
speed of light: 137.035999 atomic units
bound level minus rest energy: -1.187718 hartree
Schroedinger level: -1.187720 hartree
mean squared momentum: 0.629814 atomic units
2m times negative-state sum: 0.99994970
2m times positive-state sum: -0.99994970
2m times Schroedinger p.A sum: -1.00000000
reduction below 1, computed: 5.0300e-05
reduction below 1, 3<p^2>/(2 m^2 c^2): 5.0308e-05
all tests passed
```
